# Minimum Gate Swing for a Subthreshold On-to-Off Ratio

**Question**

I am stuck on this exercise: "Find the minimum gate-voltage swing needed for an on-to-off current ratio of $10^5$ at 300 K when the entire sweep remains subthreshold with ideality 1.2."

I know that the current depends exponentially on gate voltage below threshold, but I can't tell whether the ideality multiplies or divides the voltage. I also don't see how there can be an answer without a threshold voltage, a drain voltage or the size of the transistor. And if the current is an exponential, the ratio fixes the swing, so what is being minimised?

**Answer**

All three questions are settled by following the gate voltage to the barrier, and the barrier to the current. Take an n-channel transistor with a long channel, constant mobility, and source, body and drain voltages that stay fixed during the sweep. Assume for now that there is no leakage current besides the channel current.

**From gate voltage to barrier**

Let $\psi$ be the change of the surface potential from its value at gate voltage $V_G=0$, where the mobile charge is negligible. The voltage across the oxide then changes by $V_G-\psi$, which puts an extra charge $C_{ox}(V_G-\psi)$ per unit area on the gate. An equal and opposite charge must appear in the semiconductor. Part of it is depletion charge, of magnitude $C_d\psi$ if the depletion capacitance $C_d$ is treated as constant. The rest is mobile electron charge, of magnitude $Q$:

$$C_{ox}(V_G-\psi)=C_d\,\psi+Q .$$

Dividing by $C_{ox}$ and collecting the terms in $\psi$ gives

$$V_G=n\psi+\frac{Q}{C_{ox}},\qquad n=1+\frac{C_d}{C_{ox}} .$$

In this model, where the barrier follows $\psi$ rigidly and there are no interface traps, this $n$ is the ideality. Subthreshold operation means here that the barrier stays many $kT$ high and that $Q/C_{ox}$ is negligible. The second condition gives

$$\psi=\frac{V_G}{n}.$$

The oxide and depletion capacitances form a voltage divider, and a fraction $1/n$ of the gate-voltage change reaches the barrier. To move the barrier by a given amount, the gate must therefore move $n$ times as far. That is why $n$ will multiply the required voltage.

**From barrier to mobile charge**

Let $\phi_0$ be the barrier at the source end when $V_G=0$, expressed in volts: the electron band edge lies $q\phi_0$ above the source Fermi level. Raising $\psi$ lowers the electron energy and hence the barrier. Let $V$ be the electron quasi-Fermi potential, which runs from 0 at the source to $V_D$ at the drain. Increasing $V$ lowers the local quasi-Fermi level by $qV$. The distance from that level up to the band edge, in units of $kT$, is therefore

$$\eta=\frac{\phi_0-\psi+V}{V_T},\qquad V_T=\frac{kT}{q}.$$

Here $V_T$ is the thermal voltage, not the threshold voltage.

For a single two-dimensional subband the density of states is constant. With $x$ the energy above the band edge in units of $kT$, and $Q_0$ collecting the constants, the mobile charge is

$$Q=Q_0\int_0^\infty\frac{dx}{1+e^{x+\eta}} .$$

Multiplying numerator and denominator by $e^{-(x+\eta)}$ turns the integrand into $-\frac{d}{dx}\ln\left(1+e^{-(x+\eta)}\right)$, so

$$Q=Q_0\ln(1+e^{-\eta}) .$$

When the barrier is many $kT$ high, $e^{-\eta}\ll1$ and $\ln(1+e^{-\eta})\simeq e^{-\eta}$. Thus

$$Q\simeq Q_0\exp\left(\frac{\psi-\phi_0-V}{V_T}\right).$$

**From mobile charge to current**

Let $x$ now denote position along the channel, from source to drain. Electrons drift toward higher potential and diffuse toward lower density. Counting the current carried by electrons moving toward the drain as positive, for channel width $W$,

$$I=W\left(\mu Q\frac{d\psi}{dx}-D\frac{dQ}{dx}\right).$$

Differentiating the exponential form of $Q$ gives

$$\frac{dQ}{dx}=\frac{Q}{V_T}\left(\frac{d\psi}{dx}-\frac{dV}{dx}\right).$$

With the Einstein relation $D=\mu V_T$, the two terms in $d\psi/dx$ cancel:

$$I=W\mu Q\frac{dV}{dx}.$$

The current is the same at every $x$. Integrating over the channel length $L$ therefore gives

$$I=\mu\frac{W}{L}\int_0^{V_D}Q\,dV .$$

Since $Q$ is negligible in the charge balance, $\psi=V_G/n$ is the same all along the channel and comes out of the integral. What remains is

$$\int_0^{V_D}e^{-V/V_T}\,dV=V_T\left(1-e^{-V_D/V_T}\right),$$

and the current becomes

$$I=\mu\frac{W}{L}Q_0V_T\exp\left(\frac{V_G/n-\phi_0}{V_T}\right)\left(1-e^{-V_D/V_T}\right).$$

**The ratio, and why the missing data are not needed**

Write this current at $V_{on}$ and at $V_{off}$, and divide. The mobility, the dimensions, $Q_0$, the barrier $\phi_0$ and the drain factor are common to both and cancel:

$$R=\frac{I_{on}}{I_{off}}=\exp\left(\frac{V_{on}-V_{off}}{nV_T}\right).$$

Taking the natural logarithm and multiplying by $nV_T$ gives

$$\Delta V_G=V_{on}-V_{off}=nV_T\ln R .$$

The threshold voltage decides where a subthreshold sweep can be placed, but not how long it must be. The drain voltage cancels because it is the same at both ends. If the off current were measured at one drain voltage and the on current at another, the two factors $1-e^{-V_D/V_T}$ would have to be kept.

**Numbers**

At 300 K the thermal voltage is $V_T=0.025852$ V. Hence

$$nV_T=1.2\times0.025852\ \text{V}=0.031022\ \text{V},$$

and with $\ln(10^5)=11.5129$,

$$\Delta V_G=0.031022\ \text{V}\times11.5129=0.3572\ \text{V}.$$

The required swing is about **0.357 V, or 357 mV**.

The same result can be counted in decades. One decade requires

$$S=nV_T\ln10=0.0714\ \text{V},$$

and five decades require $5S=0.357$ V. The factor $\ln10$ appears because the current is exponential in base $e$, whereas decades are counted in base 10.

The barrier (in this model, the surface potential) moves by less than the gate does, namely by $0.3572/1.2=0.298$ V. This is the answer you would get by forgetting the divider. Dividing by $n$ once more would make the error larger.

If $10^5$ is a specification that must be met, the last digit matters. In the numerical solution described below, a swing of 0.357 V gives a ratio of $9.95\times10^4$, slightly too small, while 0.358 V gives $1.027\times10^5$. One millivolt changes the ratio by a factor $e^{0.001/0.031022}$, or about 3%. To the nearest millivolt, then, the answer is 0.357 V; the first whole millivolt that satisfies the requirement is 0.358 V.

**In what sense it is a minimum**

There are two senses. The first is the one you noticed: for a purely subthreshold sweep, $R$ rises monotonically with $\Delta V_G$. A smaller swing misses the target and a larger one exceeds it, so the value that just reaches $R$ is the smallest acceptable one.

The second sense is stronger. Within this model, at the same $n$ and $T$, letting the sweep run toward or past threshold cannot reduce the swing. To see this, keep the mobile charge in $V_G=n\psi+Q/C_{ox}$ and differentiate at fixed $V$:

$$\frac{dV_G}{d\psi}=n+\frac{1}{C_{ox}}\frac{dQ}{d\psi}>n,
\qquad\text{so}\qquad \frac{d\psi}{dV_G}<\frac1n .$$

The mobile charge screens the gate, and the barrier moves less per volt.

Next, use the full expression $Q=Q_0\ln(1+s)$ with $s=e^{-\eta}$. Since $ds/d\psi=s/V_T$,

$$\frac{dQ}{d\psi}=\frac{Q_0}{V_T}\,\frac{s}{1+s}.$$

Compare $\ln(1+s)$ with $s/(1+s)$. Both vanish at $s=0$, and their derivatives are $1/(1+s)$ and $1/(1+s)^2$. The first derivative is the larger for $s>0$, so $\ln(1+s)>s/(1+s)$ and therefore $dQ/d\psi<Q/V_T$. Combining the two inequalities gives

$$\frac{dQ}{dV_G}=\frac{dQ}{d\psi}\,\frac{d\psi}{dV_G}<\frac{Q}{nV_T}$$

at every $V$. The relation $I=\mu(W/L)\int Q\,dV$ also holds with Fermi statistics at constant mobility, provided $D=\mu V_T$ is replaced by the generalised Einstein relation $D=\mu Q/(\partial Q/\partial\psi)$. Since $Q$ depends only on $\psi-V$, $dQ/dx=(\partial Q/\partial\psi)(d\psi/dx-dV/dx)$, and the terms in $d\psi/dx$ cancel as before. Integrating the inequality over $V$ then gives

$$\frac{d\ln I}{dV_G}<\frac{1}{nV_T}.$$

Integrating once more, from the off point to the on point, yields $\Delta V_G>nV_T\ln R$. The subthreshold formula is the limit approached when, throughout the sweep, the mobile charge is negligible in the charge balance and the barrier stays many $kT$ high. The bound relies on constant $n$. In a bulk transistor $C_d$ falls as the surface potential rises, so a sweep placed closer to threshold can need somewhat less swing, until the mobile charge takes over.

**A check with the mobile charge kept**

The numerical example solves the full charge balance at each $V$, with Fermi statistics, and integrates the current. It uses round model parameters: $C_{ox}=0.02$ F/m², $C_d=0.004$ F/m², $\phi_0=0.60$ V and $V_D=0.50$ V. The capacitances give $n=1+0.004/0.02=1.2$. The remaining parameters are an effective mass of 0.2 electron masses, two valleys, a mobility of 0.02 m²/(V s) and $W/L=10$. The mobility and the width over length only scale the current and cancel in the ratio. The effective mass and the number of valleys fix $Q_0$, and with it also the gate voltage at which the mobile charge begins to matter.

For a sweep starting at $V_G=0$, the source barrier falls from 0.60 V to 0.302 V. At the on point it is still $11.7\,kT$ high, so the exponential approximation is good. The current rises from $2.98\times10^{-15}$ A to $2.98\times10^{-10}$ A. The swing found by searching for a ratio of $10^5$ exceeds the formula by 1.5 µV, on the side required by the inequality. The agreement was also tested for a smaller drain voltage and for a lower starting point.

Now start the sweep at $V_G=0.40$ V instead. Reaching the same ratio takes 0.551 V, which is 0.194 V more than the formula gives. This sweep runs out of the subthreshold range, so the formula no longer applies to it. The condition "the entire sweep remains subthreshold" is therefore an essential part of the exercise.

**What a leakage current changes**

Suppose that a constant current $I_L$, independent of the gate voltage, is added to the channel current. With $I_{off}$ still denoting the channel current alone at the off point, the measured ratio is

$$R=\frac{I_{off}\,e^{\Delta V_G/(nV_T)}+I_L}{I_{off}+I_L}.$$

Multiply by the denominator, subtract $I_L$ and divide by $I_{off}$:

$$e^{\Delta V_G/(nV_T)}=R+(R-1)\frac{I_L}{I_{off}},$$

so that

$$\Delta V_G=nV_T\ln\left[R+(R-1)\frac{I_L}{I_{off}}\right].$$

For $I_L=0$ this returns the earlier result. For $I_L=I_{off}$ the bracket is $2R-1\simeq2R$, and the extra swing is

$$nV_T\ln2=0.031022\ \text{V}\times0.693=0.0215\ \text{V}.$$

The total becomes 0.379 V. Leakage doubles the off current but adds almost nothing, in relative terms, to the on current. The channel current must therefore rise by another factor of two. The position of the off point now matters, because it determines $I_L/I_{off}$.

**How far the result can be carried**

*Smaller ideality.* Since $C_d\ge0$ in the capacitive divider, $n\ge1$. In the limit $n=1$ the whole gate-voltage change reaches the barrier, and the swing is

$$V_T\ln R=0.025852\ \text{V}\times11.5129=0.298\ \text{V}.$$

This is the lower bound at 300 K for a transistor of this kind, with thermal carriers passing over a barrier controlled through ordinary capacitances. The 0.357 V in your exercise is the minimum for the stated $n=1.2$, not for every possible transistor.

*Varying ideality.* The depletion capacitance of a real device changes with surface potential, so $n$ need not stay constant over 0.36 V. The ideality read from the current slope is also larger than $1+C_d/C_{ox}$ in a bulk device: interface traps add capacitance, and the growing surface field narrows the inversion layer and raises the subband energies. For silicon doped to $1.3\times10^{18}$ cm$^{-3}$ with $C_{ox}=0.02$ F/m² and no traps, where the divider gives about 1.20, the slope ideality is about 1.22 classically and about 1.28 with quantised subbands. The $n$ of the exercise is best read as this slope ideality. If a local ideality is defined by $d\ln I/dV_G=1/(nV_T)$, then

$$\Delta V_G=V_T\int_{\ln I_{off}}^{\ln I_{on}}n\,d(\ln I).$$

The number to use in the simple formula is then the average of $n$ over the logarithm of the current. The exercise supplies one constant value, and the integral reduces to $nV_T\ln R$.

*Other temperatures.* At fixed $n$ and $R$, the required swing is proportional to $T$. This follows from the Boltzmann factor for carriers thermally excited to the top of the barrier, so the proportionality should not be carried down to cryogenic temperatures unless that mechanism still controls the current there and $n$ is known at the new temperature.

## Computed values

```
Temperature: 300 K
Required current ratio: 1e+05
Oxide capacitance: 0.020 F/m^2
Depletion capacitance: 0.004 F/m^2
Ideality n: 1.20
Barrier at zero gate voltage: 0.60 V
Drain voltage: 0.50 V
Effective mass: 0.20 electron masses
Valleys: 2
Mobility: 0.020 m^2/(V s)
Width over length: 10
Thermal voltage kT/q: 0.025852 V
n kT/q: 0.031022 V
ln(ratio): 11.5129
Decades: 5
Swing per decade, formula: 0.07143 V/decade
Swing per decade, numerical: 0.07143 V/decade
Required gate swing, formula: 0.35716 V
Required gate swing, converted: 357.2 mV
Required gate swing, numerical: 0.35716 V
Numerical minus formula: 1.5 uV
Surface potential change over sweep: 0.2976 V
On-state barrier: 0.3024 V
On-state barrier over kT/q: 11.70
On-state mobile charge over C_ox: 2.88 uV
Off current, numerical: 2.979e-15 A
On current, numerical: 2.979e-10 A
Ratio for a 0.357 V swing: 9.9485e+04
Ratio for a 0.358 V swing: 1.0274e+05
Swing for n = 1, formula: 0.29763 V
Swing for n = 1, numerical: 0.29763 V
Swing with leakage = off current, formula: 0.37866 V
Swing with that leakage, numerical: 0.37866 V
Extra swing due to leakage: 0.02150 V
Late sweep, starting gate voltage: 0.40 V
Late sweep, required swing: 0.551 V
```
